# Metal halide disproportionation and the line joining neighbouring compositions: test program

```python
"""Stability of a metal halide MX_b to disproportionation into MX_a and MX_c.

Result under test: with g(x) the formation free energy per metal of MX_x,
    margin = w_a g(a) + w_c g(c) - g(b),
    w_a = (c-b)/(c-a),  w_c = (b-a)/(c-a),
is positive exactly when MX_b is stable to that reaction.  Against all
products, a and c must bracket b on the lower hull of the OTHER phases.
x: halogens per metal; energies in eV per metal; T in K; pressures in Pa
inside the program and in Torr in the output; standard pressure 1 bar.
The example uses round, rough values in the regime of titanium chlorides.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, linprog, minimize_scalar

K_B = const.k / const.e
TORR = const.torr
P_STD = const.bar
rng = np.random.default_rng(7)


def chord(b, a, g_a, c, g_c):
    return ((c - b) * g_a + (b - a) * g_c) / (c - a)


def lower_hull(x, g):
    hull = []
    for point in zip(x, g):
        while len(hull) >= 2:
            (x0, g0), (x1, g1) = hull[-2], hull[-1]
            if (g1 - g0) / (x1 - x0) < (point[1] - g1) / (point[0] - x1):
                break
            hull.pop()
        hull.append(point)
    return np.array(hull)


def hull_margin(x, g, i):
    """Height above phase i of the bracketing chord of the others' hull."""
    hull = lower_hull(np.delete(x, i), np.delete(g, i))
    right = int(np.searchsorted(hull[:, 0], x[i]))
    (a, g_a), (c, g_c) = hull[right - 1], hull[right]
    return chord(x[i], a, g_a, c, g_c) - g[i]


def adjacent_margin(x, g, i):
    return chord(x[i], x[i-1], g[i-1], x[i+1], g[i+1]) - g[i]


def minimise_mixture(metal, halogen, energy, target):
    """Cheapest mixture holding one metal and 'target' halogens."""
    result = linprog(energy, A_eq=np.array([metal, halogen]),
                     b_eq=[1.0, target], bounds=(0, None),
                     method="highs-ds")
    assert result.success
    return result


def programmed_margin(x, g, i, ref_metal=0.0, ref_halogen=0.0):
    """Margin from linear programming on absolute free energies."""
    absolute = g + ref_metal + ref_halogen * x
    others = np.delete(x, i)
    best = minimise_mixture(np.ones(len(others)), others,
                            np.delete(absolute, i), x[i])
    return best.fun - absolute[i], int(np.sum(best.x > 1e-8))


# --- Random phase lists: criterion against linear programming -----------
x_list = np.arange(6.0)
number_lists = 150
all_stable_lists = 0
misleading_passes = 0
largest_difference = 0.0
most_phases = 0
for _ in range(number_lists):
    g_list = 0.2 * x_list**2 - 2.0 * x_list + rng.normal(0, 0.25, 6)
    refs = rng.uniform(-5, 5, 2)
    adjacent, programmed = [], []
    for i in range(1, 5):
        lp_value, phases = programmed_margin(x_list, g_list, i, *refs)
        difference = abs(lp_value - hull_margin(x_list, g_list, i))
        largest_difference = max(largest_difference, difference)
        most_phases = max(most_phases, phases)
        adjacent.append(adjacent_margin(x_list, g_list, i) > 0)
        programmed.append(lp_value > 0)
    # Stability implies the adjacent test, but not the reverse.
    assert all(ok for ok, stable in zip(adjacent, programmed) if stable)
    assert all(adjacent) == all(programmed)
    all_stable_lists += all(programmed)
    misleading_passes += sum(ok and not stable for ok, stable
                             in zip(adjacent, programmed))
assert largest_difference < 1e-7
assert most_phases == 2
assert all_stable_lists > 0 and misleading_passes > 0

# --- One explicit list in which the adjacent test misleads --------------
x_trap = np.array([0.0, 1.0, 2.0, 3.0])
g_trap = np.array([0.0, -0.5, -2.4, -4.0])
trap_adjacent = adjacent_margin(x_trap, g_trap, 2)
trap_true, _ = programmed_margin(x_trap, g_trap, 2)
trap_neighbour, _ = programmed_margin(x_trap, g_trap, 1)
assert trap_adjacent > 0 and trap_true < 0 and trap_neighbour < 0

# --- Example: metal, dichloride, trichloride, tetrachloride vapour ------
names = ["metal", "dichloride", "trichloride", "tetrachloride gas"]
x = np.array([0.0, 2.0, 3.0, 4.0])
enthalpy = np.array([0.0, -5.30, -7.45, -7.90])
entropy = np.array([0.0, -1.75e-3, -2.35e-3, -1.25e-3])
p_vapour = 1.0 * TORR
T_low, T_high = 600.0, 800.0


def free_energies(T, pressure):
    g = enthalpy - T * entropy
    g[3] += K_B * T * np.log(pressure / P_STD)
    return g


g_low = free_energies(T_low, p_vapour)
g_high = free_energies(T_high, p_vapour)
margins = {}
for T, g in ((T_low, g_low), (T_high, g_high)):
    for i in (1, 2):
        margins[T, i] = hull_margin(x, g, i)
        lp_value, _ = programmed_margin(x, g, i, 1.7, -0.9)
        assert abs(lp_value - margins[T, i]) < 1e-7
assert margins[T_low, 2] > 0 > margins[T_high, 2]

# --- Windows of halogen potential, from a direct scan -------------------
step = 1e-4
potential = np.arange(-3.0, 0.0, step)


def scan_winners(g):
    return np.argmin(g[:, None] - x[:, None] * potential, axis=0)


winners = scan_winners(g_low)
slopes = np.diff(g_low) / np.diff(x)
for i in (1, 2):
    a, b, c = x[i-1:i+2]
    width = (adjacent_margin(x, g_low, i) * (c - a)
             / ((b - a) * (c - b)))
    assert abs(np.sum(winners == i) * step - width) < 3 * step
    region = potential[winners == i]
    assert abs(region[0] - slopes[i-1]) < 2 * step
    assert abs(region[-1] - slopes[i]) < 2 * step
assert not np.any(scan_winners(g_high) == 2)

# --- Equilibrium vapour pressure: formula against a closed vessel -------
w_gas = (x[2] - x[1]) / (x[3] - x[1])
w_solid = 1 - w_gas
delta_h = w_solid * enthalpy[1] + w_gas * enthalpy[3] - enthalpy[2]
delta_s = w_solid * entropy[1] + w_gas * entropy[3] - entropy[2]


def equilibrium_pressure(T):
    standard_margin = delta_h - T * delta_s
    return P_STD * np.exp(-standard_margin / (w_gas * K_B * T))


def vessel_equilibrium(T, initial_pressure, volume=5e-21):
    """Minimise the Helmholtz energy; volume is m^3 per metal atom."""
    g0 = enthalpy - T * entropy
    pressure_per_molecule = const.k * T / volume
    initial_gas = initial_pressure / pressure_per_molecule

    def helmholtz(extent):
        gas = initial_gas + 0.5 * extent
        log_p = np.log(gas * pressure_per_molecule / P_STD)
        solids = 0.5 * extent * g0[1] - extent * g0[2]
        return solids + gas * (g0[3] + K_B * T * (log_p - 1))

    best = minimize_scalar(helmholtz, bounds=(0, 1), method="bounded",
                           options={"xatol": 1e-11, "maxiter": 500})
    gas = initial_gas + 0.5 * best.x
    return best.x, gas * pressure_per_molecule


p_eq_low = equilibrium_pressure(T_low)
for start in (0.0, 1e-4 * TORR):
    extent, p_vessel = vessel_equilibrium(T_low, start)
    assert 0.01 < extent < 0.99
    # A flat minimum limits the extent to about the root of rounding.
    assert abs(p_vessel / p_eq_low - 1) < 1e-5
    if start == 0.0:
        vessel_extent, vessel_pressure = extent, p_vessel
blocked_extent, _ = vessel_equilibrium(T_low, p_vapour)
assert blocked_extent < 1e-4

# --- Threshold temperature: formula against linear programming ----------


def threshold(pressure, extra_h=0.0):
    return ((delta_h + extra_h)
            / (delta_s - w_gas * K_B * np.log(pressure / P_STD)))


T_star = threshold(p_vapour)
T_star_bar = threshold(P_STD)
T_search = brentq(lambda T: programmed_margin(
    x, free_energies(T, p_vapour), 2)[0], 600, 900, xtol=1e-8)
assert abs(T_search - T_star) < 1e-3

# --- Loss of free chlorine from the highest halide ----------------------
p_chlorine = 1e-6 * TORR
mu_chlorine = 0.5 * K_B * T_low * np.log(p_chlorine / P_STD)
loss_margin = g_low[2] + (x[3] - x[2]) * mu_chlorine - g_low[3]
loss_lp = minimise_mixture(np.array([1.0, 1.0, 1.0, 0.0]),
                           np.array([0.0, 2.0, 3.0, 1.0]),
                           np.append(g_low[:3], mu_chlorine), 4.0)
assert abs(loss_lp.fun - g_low[3] - loss_margin) < 1e-7

# --- Sizes of neglected effects, from rough inputs ----------------------
T_ref = 298.15
delta_cp = -0.15e-3
enthalpy_error = 0.05
dissolved = 0.05
virial_nm3 = -2.0
sublimation_h, sublimation_s = 1.9, 1.8e-3


def heat_capacity_term(T):
    heat = quad(lambda t: delta_cp, T_ref, T)[0]
    disorder = quad(lambda t: delta_cp / t, T_ref, T)[0]
    return heat - T * disorder


def corrected_margin(T):
    return (adjacent_margin(x, free_energies(T, p_vapour), 2)
            + heat_capacity_term(T))


shift_cp = brentq(corrected_margin, 600, 900) - T_star
shift_error = threshold(p_vapour, enthalpy_error) - T_star
solution_term = (w_solid - 1) * K_B * T_star * np.log(1 - dissolved)
gas_term = w_gas * virial_nm3 * 1e-27 * p_vapour / const.e
p_sublime = P_STD * np.exp(-(sublimation_h - T_star * sublimation_s)
                           / (K_B * T_star))

# --- Output -------------------------------------------------------------
print(f"random lists tested: {number_lists}, 4 halides in each")
print(f"lists with every halide stable: {all_stable_lists}")
print(f"adjacent test passed but halide unstable: {misleading_passes}")
print(f"most phases in a cheapest mixture: {most_phases}")
print(f"largest hull - LP difference: {largest_difference:.1e} eV")
print("counterexample, x and g (eV per metal):")
for xi, gi in zip(x_trap, g_trap):
    print(f"  x = {xi:.0f}, g = {gi:.2f}")
print(f"  x=2 margin, adjacent neighbours: {trap_adjacent:.3f} eV")
print(f"  x=2 margin, all products: {trap_true:.3f} eV")
print(f"  x=1 margin, all products: {trap_neighbour:.3f} eV")
print("example inputs (rough): x, h in eV, s in meV/K, per metal")
for name, xi, hi, si in zip(names, x, enthalpy, entropy):
    print(f"  {name}: {xi:.0f}, {hi:.2f}, {1e3 * si:.2f}")
print(f"tetrachloride partial pressure: {p_vapour / TORR:.1f} Torr")
for T, g in ((T_low, g_low), (T_high, g_high)):
    print(f"g at {T:.0f} K, in order of x: "
          + ", ".join(f"{value:.3f}" for value in g) + " eV")
    print(f"  chord at x=3: {g[2] + margins[T, 2]:.3f} eV")
    print(f"  trichloride margin: {margins[T, 2]:.3f} eV per metal")
    print(f"  dichloride margin: {margins[T, 1]:.3f} eV per metal")
to_kj = const.e * const.N_A / 1000
print(f"trichloride margin at {T_low:.0f} K: "
      f"{margins[T_low, 2] * to_kj:.1f} kJ/mol")
print(f"chord slopes at {T_low:.0f} K: "
      + ", ".join(f"{value:.3f}" for value in slopes) + " eV")
print(f"trichloride window width: {slopes[2] - slopes[1]:.3f} eV")
print(f"reaction enthalpy: {delta_h:.3f} eV per trichloride")
print(f"reaction entropy: {1e3 * delta_s:.3f} meV/K per trichloride")
for T in (450.0, T_low, T_high):
    print(f"equilibrium pressure at {T:.0f} K: "
          f"{equilibrium_pressure(T) / TORR:.2e} Torr")
print(f"closed vessel at {T_low:.0f} K: {vessel_pressure / TORR:.2e} Torr")
print(f"  fraction disproportionated: {vessel_extent:.3f}")
print(f"threshold at 1 Torr: {T_star:.1f} K")
print(f"threshold at 1 bar: {T_star_bar:.1f} K")
print(f"chlorine pressure for loss test: {p_chlorine / TORR:.0e} Torr")
print(f"  chlorine potential at {T_low:.0f} K: {mu_chlorine:.3f} eV")
print(f"  tetrachloride margin to Cl2 loss: {loss_margin:.3f} eV")
print("neglected effects at the 1 Torr threshold (rough inputs):")
print(f"  heat capacity {1e3 * delta_cp:.2f} meV/K: {shift_cp:+.1f} K")
print(f"  enthalpy error {enthalpy_error:.2f} eV: {shift_error:+.1f} K")
print(f"  solids dissolve {100 * dissolved:.0f} %: margin "
      f"{1e3 * solution_term:+.2f} meV")
print(f"  gas virial {virial_nm3:.1f} nm^3: margin {gas_term:+.1e} eV")
print(f"  sublimation inputs: {sublimation_h:.1f} eV, "
      f"{1e3 * sublimation_s:.1f} meV/K")
print(f"  trichloride's own vapour: {p_sublime / TORR:.2f} Torr")
print("done: every assertion held")
```

Running it gives:

```
random lists tested: 150, 4 halides in each
lists with every halide stable: 38
adjacent test passed but halide unstable: 1
most phases in a cheapest mixture: 2
largest hull - LP difference: 8.7e-15 eV
counterexample, x and g (eV per metal):
  x = 0, g = 0.00
  x = 1, g = -0.50
  x = 2, g = -2.40
  x = 3, g = -4.00
  x=2 margin, adjacent neighbours: 0.150 eV
  x=2 margin, all products: -0.267 eV
  x=1 margin, all products: -0.833 eV
example inputs (rough): x, h in eV, s in meV/K, per metal
  metal: 0, 0.00, 0.00
  dichloride: 2, -5.30, -1.75
  trichloride: 3, -7.45, -2.35
  tetrachloride gas: 4, -7.90, -1.25
tetrachloride partial pressure: 1.0 Torr
g at 600 K, in order of x: 0.000, -4.250, -6.040, -7.492 eV
  chord at x=3: -5.871 eV
  trichloride margin: 0.169 eV per metal
  dichloride margin: 0.223 eV per metal
g at 800 K, in order of x: 0.000, -3.900, -5.570, -7.356 eV
  chord at x=3: -5.628 eV
  trichloride margin: -0.058 eV per metal
  dichloride margin: 0.187 eV per metal
trichloride margin at 600 K: 16.3 kJ/mol
chord slopes at 600 K: -2.125, -1.790, -1.452 eV
trichloride window width: 0.338 eV
reaction enthalpy: 0.850 eV per trichloride
reaction entropy: 0.850 meV/K per trichloride
equilibrium pressure at 450 K: 2.53e-08 Torr
equilibrium pressure at 600 K: 1.46e-03 Torr
equilibrium pressure at 800 K: 5.41e+00 Torr
closed vessel at 600 K: 1.46e-03 Torr
  fraction disproportionated: 0.234
threshold at 1 Torr: 748.7 K
threshold at 1 bar: 1000.0 K
chlorine pressure for loss test: 1e-06 Torr
  chlorine potential at 600 K: -0.528 eV
  tetrachloride margin to Cl2 loss: 0.924 eV
neglected effects at the 1 Torr threshold (rough inputs):
  heat capacity -0.15 meV/K: +36.1 K
  enthalpy error 0.05 eV: +44.0 K
  solids dissolve 5 %: margin +1.65 meV
  gas virial -2.0 nm^3: margin -8.3e-07 eV
  sublimation inputs: 1.9 eV, 1.8 meV/K
  trichloride's own vapour: 0.14 Torr
done: every assertion held
```
